\section*{Antiphase Diffraction Width of One-Dimensional Terraces with Exponential Width Distribution}

\section{What a misread width costs}

A diffraction peak from a growing film has a full width of $0.400\ \mathrm{nm^{-1}}$, and the grower wants the mean terrace width. The inverse of the half-width is $5\ \mathrm{nm}$. The rule ``$2\pi$ over the full width'' gives $15.7\ \mathrm{nm}$. For straight terraces with exponentially distributed widths, measured at antiphase, both are wrong and the answer is $10\ \mathrm{nm}$. The first number is a correlation length, which is half the mean terrace width. The second treats the surface as if it had a period. A step density inferred from either number inherits the error.

The correct relation is that the peak is a Lorentzian whose half-width at half maximum is $2/L$, where $L$ is the mean terrace width. It is derived below in two ways, which rest on different assumptions and fail in different places.

\section{The surface and its intensity}

Flat terraces are separated by straight, parallel steps, and $x$ runs across the steps. The height is $h(x)d$, with $h$ an integer and $d$ the height of one layer. Terrace widths $w$ are independent, with density
\begin{equation}
\rho(w)=\frac{1}{L}e^{-w/L},\qquad w>0. \label{rho}
\end{equation}
Each step leads up or down by one layer. All terraces scatter alike, apart from the phase due to their height. The phase per layer is $\phi=Q_zd$, where $Q_z$ is the momentum transfer normal to the surface in units of $\hbar$. The wave number $q$ is the momentum transfer along $x$, measured from the specular beam. It is an angular wave number and includes the factor $2\pi$.

A piece of surface of length $X$ scatters with amplitude and mean intensity per length
\begin{equation}
A_X(q)=\int_0^X e^{i\phi h(x)-iqx}\,dx,\qquad
I(q)=\lim_{X\to\infty}\frac{\langle|A_X(q)|^2\rangle}{X}. \label{def}
\end{equation}
Antiphase means that $\phi$ is an odd multiple of $\pi$. Then $e^{i\phi}=e^{-i\phi}=-1$, so a step reverses the sign of the amplitude whether it leads up or down. The factor $e^{i\phi h(x)}$ becomes a function $s(x)=\pm1$ that changes sign at every step. A surface that alternates between two levels and one that wanders over many levels therefore give the same antiphase intensity, if their step positions have the same statistics.

\section{First derivation: correlation between two points}

Write $|A_X|^2$ as a double integral over $x$ and $x'$. The average depends on $u=x-x'$ alone, because the statistics are the same everywhere along the surface. The separation $u$ occurs over a length $X-|u|$, so that
\begin{equation}
\frac{\langle|A_X|^2\rangle}{X}=\int_{-X}^{X}\Bigl(1-\frac{|u|}{X}\Bigr)C(u)e^{-iqu}\,du,
\qquad C(u)=\langle s(x'+u)s(x')\rangle .
\end{equation}
If $C$ is integrable, the bracket tends to one as $X\to\infty$, and $I(q)$ is the Fourier transform of $C$.

To find $C$, consider a terrace that has already reached width $w$. The probability of reaching $w$ is $\int_w^\infty\rho(w')\,dw'=e^{-w/L}$. The probability that the terrace ends in the next interval $dx$ is therefore
\begin{equation}
\frac{\rho(w)\,dx}{e^{-w/L}}=\frac{dx}{L}.
\end{equation}
It does not depend on $w$: the terrace has no memory of where it began. From any starting point, steps appear at the constant rate $1/L$. For $u>0$, extend the separation by $du$. With probability $1-du/L$ there is no step and the product of signs is unchanged. With probability $du/L$ there is one step and the product is reversed. Hence
\begin{align}
C(u+du)&=\Bigl(1-\frac{du}{L}\Bigr)C(u)-\frac{du}{L}\,C(u),\\
\frac{dC}{du}&=-\frac{2}{L}\,C .
\end{align}
Since $C(0)=1$ and $C$ is even,
\begin{equation}
C(u)=e^{-\kappa|u|},\qquad \kappa=\frac{2}{L}. \label{corr}
\end{equation}
The factor 2 arises because a step does more than remove the correlation: it replaces $+1$ by $-1$, a change of two, at the rate $1/L$. The correlation length is $1/\kappa=L/2$.

The two halves of the Fourier integral are complex conjugates, so
\begin{align}
I(q)&=2\,\mathrm{Re}\int_0^\infty e^{-(\kappa+iq)u}\,du
=2\,\mathrm{Re}\,\frac{1}{\kappa+iq}
=\frac{2\kappa}{\kappa^2+q^2}\\
&=\frac{4/L}{q^2+4/L^2}. \label{lor}
\end{align}
The maximum is $I(0)=2/\kappa=L$. The intensity is half of this when $\kappa^2+q^2=2\kappa^2$, that is, at $q=\pm\kappa$. The half-width is $2/L$, the full width is $4/L$, and $L$ is four divided by the full width. If the horizontal axis is $q/2\pi$, the half-width on it is $1/(\pi L)$.

\section{Second derivation: interference between steps}

The second route starts from the steps and keeps the width density $\rho(w)$ general. Let the steps lie at $x_j$, and let the terrace from $x_j$ to $x_{j+1}$ have sign $s_j=-s_{j-1}$. It contributes
\begin{equation}
s_j\int_{x_j}^{x_{j+1}}e^{-iqx}\,dx=\frac{i}{q}\,s_j\left(e^{-iqx_{j+1}}-e^{-iqx_j}\right),
\end{equation}
because $1/(-iq)=i/q$. Collect the terms that belong to one step. The wave $e^{-iqx_j}$ appears with $+s_{j-1}$ from the terrace that ends there and with $-s_j=+s_{j-1}$ from the terrace that begins there. For $N$ steps,
\begin{equation}
A=\frac{2i}{q}\sum_{j=1}^{N}s_{j-1}e^{-iqx_j}+\text{(two end terms)}.
\end{equation}
Each end term has modulus $1/|q|$. At fixed $q\neq0$ the end terms add to $|A|^2$ a constant and a cross term of order $\sqrt N$, and both vanish after division by the length. That length is $NL$, with relative fluctuations of order $N^{-1/2}$, which do not affect the limit.

Two steps that are $m$ places apart have relative sign $(-1)^m$, and their distance is a sum of $m$ independent widths. With
\begin{equation}
P(q)=\int_0^\infty\rho(w)e^{-iqw}\,dw ,
\end{equation}
the average of their phase factor is $P^m$. There are $N-m$ such pairs, so
\begin{equation}
\Bigl\langle\Bigl|\sum_j s_{j-1}e^{-iqx_j}\Bigr|^2\Bigr\rangle
=N+2\,\mathrm{Re}\sum_{m=1}^{N-1}(N-m)(-P)^m .
\end{equation}
For a smooth density and $q\ne0$, $|P|<1$ and the series converges. Divide by $N$ and let $N\to\infty$:
\begin{equation}
1+2\,\mathrm{Re}\sum_{m=1}^{\infty}(-P)^m
=1-2\,\mathrm{Re}\,\frac{P}{1+P}=\mathrm{Re}\,\frac{1-P}{1+P}.
\end{equation}
The prefactor $|2i/q|^2=4/q^2$ and the length $L$ per step give
\begin{equation}
I(q)=\frac{4}{Lq^2}\,\mathrm{Re}\,\frac{1-P(q)}{1+P(q)} . \label{ren}
\end{equation}

For the exponential density (\ref{rho}), $P=1/(1+iqL)$, and
\begin{equation}
\frac{1-P}{1+P}=\frac{iqL}{2+iqL}=\frac{iqL(2-iqL)}{4+q^2L^2},
\end{equation}
whose real part is $q^2L^2/(4+q^2L^2)$. Insertion in (\ref{ren}) gives $I=4L/(4+q^2L^2)$, which is (\ref{lor}).

This route explains both ends of the curve. At large $q$, $P\to0$ for a smooth density and $I\to4/(Lq^2)$. The steps then scatter independently, each with the squared amplitude jump $2^2$, and the tail measures the step density $1/L$. At small $q$, let $\sigma^2$ be the variance of the widths and expand $P=1-iqL-\tfrac12q^2(L^2+\sigma^2)+\dots$. Then
\begin{align}
\frac{1-P}{1+P}&=\frac12\Bigl[iqL+\frac{q^2(L^2+\sigma^2)}{2}\Bigr]\Bigl[1+\frac{iqL}{2}\Bigr]+\dots,\\
\mathrm{Re}\,\frac{1-P}{1+P}&=\frac{q^2(L^2+\sigma^2)}{4}-\frac{q^2L^2}{4}+\dots=\frac{q^2\sigma^2}{4}+\dots,
\end{align}
so $I(q\to0)=\sigma^2/L$. The centre of the peak measures the scatter of the widths. For exponential widths $\sigma=L$, and the value $L$ returns.

\section{What each derivation assumes}

As given, both derivations assume antiphase, identical terraces and steps that extend far along their own direction. They differ in what they ask of the terrace widths.

\subsection{The width distribution}

The first derivation uses the constant step rate, which belongs to the exponential density. The second needs independent widths with a common density, but the density may be any smooth one. It therefore shows what happens when very narrow terraces are rare. Take $\rho(w)=(4w/L^2)e^{-2w/L}$, a gamma density of second order with the same mean $L$. With $v=qL/2$, $P=(1+iv)^{-2}$ and
\begin{align}
\mathrm{Re}\,\frac{1-P}{1+P}&=\mathrm{Re}\,\frac{2iv-v^2}{2-v^2+2iv}
=\frac{-v^2(2-v^2)+4v^2}{(2-v^2)^2+4v^2}
=\frac{v^2(2+v^2)}{4+v^4},\\
I&=L\,\frac{2+v^2}{4+v^4}.
\end{align}
The last line uses $4/(Lq^2)=L/v^2$. The derivative with respect to $v^2$ vanishes when $v^4+4v^2-4=0$, so $v^2=2\sqrt2-2$ and $q=\pm1.82/L$. The single peak has split into two maxima, each 1.207 times as high as the centre, where the intensity is $L/2$. The mean width is unchanged, yet there is no Lorentzian from which to read it. The result thus depends on the exponential distribution as well as on its mean.

\subsection{The phase}

The second derivation relies on the sign reversal at each step. The first extends readily to other phases. Suppose each step is up or down with equal probability, independently of the others. A step then multiplies the correlation on average by $\tfrac12(e^{i\phi}+e^{-i\phi})=\cos\phi$ in place of $-1$, and
\begin{equation}
\frac{dC}{du}=-\frac{1-\cos\phi}{L}\,C,\qquad \kappa_\phi=\frac{1-\cos\phi}{L}. \label{off}
\end{equation}
The peak stays Lorentzian and narrows away from antiphase.

If the surface alternates strictly between levels 0 and 1, write $h=(1+\tau)/2$ with $\tau=\pm1$. Then $e^{i\phi h}=e^{i\phi/2}[\cos(\phi/2)+i\tau\sin(\phi/2)]$. The mean of $\tau$ is zero, so the cross terms drop out, and $\langle\tau\tau'\rangle=e^{-2|u|/L}$ by the argument that led to (\ref{corr}):
\begin{equation}
C(u)=\cos^2\frac{\phi}{2}+\sin^2\frac{\phi}{2}\;e^{-2|u|/L}. \label{two}
\end{equation}
The constant gives a sharp central spike. The Lorentzian loses weight but keeps its half-width $2/L$. The two kinds of surface agree at antiphase, and also when $\phi$ is a multiple of $2\pi$ and the steps are invisible. They differ at all other phases. Away from antiphase the broad part of the peak keeps its width on a two-level surface and narrows on a randomly stepped one. To use this difference, the broad part must first be separated from the spike. An instrument of finite resolution can merge the two into a single peak, which then also narrows.

These formulas were tested on 12\,000 random surfaces of length $200L$, by adding up the terrace amplitudes at four values of $q$ from about $0.5/L$ to about $4/L$. At antiphase the largest deviation from (\ref{lor}) was 1.05\,\% of the predicted intensity. A fit to the four intensities gave a half-width of $2.03/L$. At $\phi=120^\circ$ the largest deviations were 1.19\,\% for random steps and 1.05\,\% for two levels. The second figure repeats the antiphase one: the chosen $q$ are multiples of $2\pi/(200L)$, where the constant part of the two-level amplitude integrates to zero and the rest is the antiphase amplitude times a constant factor. The spike itself is therefore not tested by these sums. The sampling error of a single mean intensity is about $1/\sqrt{12\,000}=0.9\,\%$.

\subsection{Equal terraces above and below}

Let a two-level surface have coverage $\theta$ of the upper level, with exponential terraces of mean widths $L_u$ above and $L_d$ below. The probability $p$ of being on the upper level obeys $dp/du=-p/L_u+(1-p)/L_d$. Deviations from its steady value $\theta$ decay at the rate $1/L_u+1/L_d$. Since $\langle s\rangle=2\theta-1$, at antiphase
\begin{equation}
C(u)=(1-2\theta)^2+4\theta(1-\theta)e^{-\kappa'|u|},\qquad
\kappa'=\frac1{L_u}+\frac1{L_d}. \label{cov}
\end{equation}
The spike vanishes at half coverage, where $L_u=L_d=L$ and $\kappa'=2/L$.

\section{A thin NiO(001) film}

Consider low-energy electron diffraction from NiO(001), with input values chosen for the example: cubic lattice constant $a=0.418\ \mathrm{nm}$ (the measured value is about $0.42\ \mathrm{nm}$), $L=10\ \mathrm{nm}$ and incidence $4^\circ$ from the normal. The steps run along $[010]$ and $x$ along $[100]$. Successive layers are joined by the lattice translation $(0,a/2,a/2)$, which has no component along $x$. In a scan along $x$ a step therefore contributes the phase $Q_zd$ alone, with $d=a/2=0.209\ \mathrm{nm}$. The translation moves the whole crystal below a terrace, so the phase contains the vacuum value of $Q_z$, and the potential inside the crystal does not enter. This supposes a film thick enough to hide its substrate from the electrons. Magnetic scattering is left out, and thermal vibration is taken to scale the peak and add a smooth background.

For $\phi=7\pi$,
\begin{align}
Q_z&=\frac{7\pi}{0.209\ \mathrm{nm}}=105.2\ \mathrm{nm^{-1}},\qquad
k=\frac{Q_z}{2\cos4^\circ}=52.7\ \mathrm{nm^{-1}},\\
E&=\frac{\hbar^2k^2}{2m_e}=106\ \mathrm{eV},\qquad
\kappa=\frac{2}{10\ \mathrm{nm}}=0.200\ \mathrm{nm^{-1}} .
\end{align}
At fixed incidence, the half-width corresponds to a change of exit angle of about $\kappa/(k\cos4^\circ)=0.0038$ rad, or $0.22^\circ$. Over this range the phase per step drifts by only $0.003$ rad.

The corrections below are changes of the half-width relative to $2/L$, each taken alone.

\emph{Atomic columns.} Steps can occur only between columns, whose spacing is $b=0.209\ \mathrm{nm}$. With step probability $p=b/L$ per gap, the correlation over $n$ columns is $r^{|n|}$, where $r=1-2p$. The geometric sum is
\begin{equation}
I=b\sum_n r^{|n|}e^{-iqnb}=\frac{b(1-r^2)}{(1-r)^2+4r\sin^2(qb/2)} .
\end{equation}
It is halved when $\sin(qb/2)=(1-r)/(2\sqrt r)=p/\sqrt{1-2p}$. For $b\ll L$ this gives $q\approx(2/L)(1+b/L)$. Here the change is $+2.2\,\%$.

\emph{Instrument and energy.} A transfer width of 100 nm, modelled as a Gaussian of half-width $0.031\ \mathrm{nm^{-1}}$, adds 2.6\,\%. An energy error of 1 eV shifts the phase by 0.10 rad. By (\ref{off}) this narrows the peak of a randomly stepped surface by 0.3\,\%. By (\ref{two}) it gives a two-level surface a spike with 0.3\,\% of the total intensity. The spike is weak but narrow: if it is not separated from the broad part, it lowers the half-width measured with this transfer width by 2.5\,\%.

\emph{Coverage.} At $\theta=0.4$, with the average of $L_u$ and $L_d$ held at 10 nm, $L_u=8$ nm and $L_d=12$ nm. Equation (\ref{cov}) gives $\kappa'=0.208\ \mathrm{nm^{-1}}$, a change of $+4.2\,\%$, and a spike with 4\,\% of the intensity. With the transfer width of 100 nm used above, the spike is about 40\,\% as high as the broad part at the centre, and it has to be separated from that part before the half-width is read.

\emph{Double steps.} If a fraction $f$ of the steps, placed at random, is two layers high, those steps leave the sign unchanged. The sign reverses at the rate $(1-f)/L$, and the half-width is $2(1-f)/L$. For $f=0.05$ the change is $-5\,\%$.

\emph{Disturbed step edges.} Suppose that a strip of width $\ell$ does not scatter, and that it lies on the side of larger $x$ at every step, whether the step leads up or down. Two points more than $\ell$ apart contribute if each has no step within $\ell$ behind it. This has probability $e^{-2\ell/L}$, and the remaining distance $u-\ell$ gives the factor $e^{-2(u-\ell)/L}$. The product is $e^{-2u/L}$, as before. For $u<\ell$ there must be no step over the length $\ell+u$, and $C=e^{-(\ell+u)/L}$. Only the short-range part changes. With $\ell=0.5\ \mathrm{nm}$ the half-width falls by 0.2\,\%. This is an estimate within one model of the edge, not a bound.

\emph{Tilt and strain.} Two effects of real films grow with $Q_z$ and can exceed the corrections above. A region tilted by a small angle $\alpha$ about the step direction shifts its specular beam by about $Q_z\alpha$, which equals $2/L$ at $\alpha=0.11^\circ$. A Gaussian spread of tilts with half-width $0.05^\circ$ widens the peak by 19\,\%. If strain changes $d$ by 1\,\%, the phase at 106 eV shifts by 0.22 rad. This narrows the peak of a randomly stepped surface by 1.2\,\%. It gives a two-level surface a spike with 1.2\,\% of the intensity, which lowers the half-width measured with the 100 nm transfer width by 11\,\% if it is not separated. The antiphase energy should therefore be found on the film itself.

In a real film the assumption of straight, parallel steps may fail, because deposition can form two-dimensional islands. Let every straight cut through an isotropic surface have the statistics assumed here, so that $C(r)=e^{-\kappa r}$. Its two-dimensional Fourier transform is $2\pi\kappa/(\kappa^2+q^2)^{3/2}$. A detector that accepts a single point of the profile sees half the maximum at $q=\kappa\sqrt{2^{2/3}-1}=0.766\,\kappa$. The half-width is then $0.153\ \mathrm{nm^{-1}}$, which is 23\,\% below $2/L$, and the one-dimensional formula would return 13 nm in place of 10 nm. For this correlation, a slit that integrates over the transverse wave number $q_y$ removes the error if it is much longer than $\kappa$, since the integral over all $q_y$, $\int dq_y\,(\kappa^2+q^2+q_y^2)^{-3/2}=2/(\kappa^2+q^2)$, restores the Lorentzian. A slit from $-\kappa$ to $\kappa$ still gives a half-width 15\,\% too small; from $-5\kappa$ to $5\kappa$ the error is 2\,\%. These figures belong to the exponential $C(r)$, which compact islands of similar size need not have. For equal discs placed at random, with overlap allowed, at half coverage, $C(r)$ starts with the same slope $-2/L$, where $L$ is the mean distance between steps along a cut. The half-width is nevertheless about $1.9\,\kappa$, for a point detector and for a long slit alike. Islands that compete for arriving atoms may also avoid close neighbours. The gamma density above is a one-dimensional model of such avoidance, for straight steps, and for $L=10$ nm it puts maxima at $\pm0.182\ \mathrm{nm^{-1}}$. The assumed transfer width is that of a high-resolution instrument. With a transfer width near 10 nm, the same Gaussian model gives an instrumental half-width of $0.31\ \mathrm{nm^{-1}}$, larger than the width to be measured.

\section*{Numbers as computed}
\begin{verbatim}
RANDOM SURFACES, lengths in units of L
number of surfaces: 12000; length of each: 200 L
q L = 0.503: I/L simulated 0.9309, formula 0.9406
q L = 1.005: I/L simulated 0.7899, formula 0.7983
q L = 2.011: I/L simulated 0.4976, formula 0.4974
q L = 4.021: I/L simulated 0.2003, formula 0.1983
half-width times L from simulation: 2.030
off-antiphase test phase: 120 degrees
double-step test fraction: 0.20
silent-strip test width: 0.30 L
largest deviation, antiphase: 1.05 %
largest deviation, random steps off antiphase: 1.19 %
largest deviation, two levels off antiphase: 1.05 %
largest deviation, double steps: 1.51 %
largest deviation, silent strips: 1.26 %
EXAMPLE: NiO(001), rough typical parameters
lattice constant: 0.418 nm
step height and column spacing: 0.209 nm
mean terrace width L: 10.0 nm
incidence from normal: 4.0 degrees
phase per step: 7 pi
normal momentum transfer: 105.22 nm^-1
electron wave number: 52.74 nm^-1
electron energy: 106.0 eV
peak half-width 2/L: 0.2000 nm^-1
peak full width 4/L: 0.4000 nm^-1
half-width in exit angle: 0.218 degrees
L recovered as 4/(full width): 10.00 nm
NEGLECTED EFFECTS: half-width and change from 2/L
atomic columns: 0.2043 nm^-1, +2.17 %
transfer width: 100 nm; Gaussian half-width: 0.0314 nm^-1
with instrument: 0.2052 nm^-1, +2.59 %
energy error 1.0 eV: phase error 0.104 rad
random steps, energy error: -0.27 %
two levels, energy error: spike weight 0.00268
phase drift from centre to half-width: -0.0030 rad
coverage 0.40: 0.2083 nm^-1, +4.17 %, spike weight 0.040
double-step fraction 0.05: 0.1900 nm^-1, -5.00 %
silent strip 0.5 nm: 0.19953 nm^-1, -0.24 %
isotropic islands, point detector: 0.1533 nm^-1, -23.4 %
gamma widths, order 2: maxima at +/-0.1820 nm^-1
gamma widths: maximum over central intensity 1.207
gamma widths: central intensity 0.500 L
\end{verbatim}
